# Standard error of a microbalance plateau mean with autoregressive noise: test program

```python
"""
Result under test: for stationary first-order autoregressive noise,
    u[t] = rho*u[t-1] + e[t],   Var(u) = sigma^2,
the standard error of the mean of N readings is sigma*sqrt(g/N), where
    g = (1+rho)/(1-rho) - 2*rho*(1-rho^N)/(N*(1-rho)^2).
Treating readings as independent gives sigma/sqrt(N), too small by sqrt(g),
which tends to sqrt(19) for rho = 0.9 and large N.
Symbols: rho lag-one correlation, sigma noise standard deviation (ng/cm2),
N number of readings, g variance inflation, s sample standard deviation.
Example: quartz microbalance on a purge plateau of alumina deposition.
"""
import numpy as np
from math import sqrt, log, exp, erf
from scipy.signal import lfilter


def inflation(rho, n):
    """Closed form of N*Var(mean)/sigma^2."""
    return (1 + rho) / (1 - rho) - 2 * rho * (1 - rho**n) / (n * (1 - rho)**2)


def covariance_from_recursion(rho, n, sigma):
    """Covariance matrix obtained by inverting the recursion itself."""
    recursion = np.eye(n) - rho * np.eye(n, k=-1)
    drive = np.full(n, sigma**2 * (1 - rho**2))
    drive[0] = sigma**2          # first reading drawn from stationary state
    response = np.linalg.inv(recursion)
    return (response * drive) @ response.T


def inflation_from_lags(correlation):
    """N*Var(mean)/sigma^2 from an explicit list of correlations, lag 0 first."""
    n = len(correlation)
    lag = np.arange(1, n)
    return 1 + 2 * np.sum((1 - lag / n) * correlation[1:])


# Inputs: round values in the regime of a real microbalance
rho = 0.9
sigma = 1.0             # ng/cm2
interval = 0.1          # s
N = 600
gain = 35.0             # ng/cm2 per cycle, rough
film_density = 3.0      # g/cm3, rough
f0 = 6.0e6              # Hz
quartz_density = 2.65   # g/cm3
quartz_shear = 2.95e11  # g/(cm s2)
duration = N * interval

# Stationary variance: start from rest and iterate the recursion
variance = 0.0
for _ in range(400):
    variance = rho**2 * variance + sigma**2 * (1 - rho**2)
assert abs(variance - sigma**2) < 1e-12

# Covariance, variance of the mean and expected sample variance
for r, n in [(0.9, 600), (0.9, 15), (0.5, 40), (-0.5, 25)]:
    cov = covariance_from_recursion(r, n, sigma)
    lags = np.abs(np.subtract.outer(np.arange(n), np.arange(n)))
    assert np.allclose(cov, sigma**2 * r**lags, atol=1e-10)
    var_mean = cov.sum() / n**2
    g = inflation(r, n)
    assert abs(var_mean / (sigma**2 * g / n) - 1) < 1e-9
    centre = np.eye(n) - np.ones((n, n)) / n
    expected_s2 = np.trace(centre @ cov) / (n - 1)
    assert abs(expected_s2 / (sigma**2 * (n - g) / (n - 1)) - 1) < 1e-9

# Long-record limit by explicit summation
n_long = 200000
g_long_sum = inflation_from_lags(rho**np.arange(n_long))
g_limit = (1 + rho) / (1 - rho)
assert abs(g_long_sum / g_limit - 1) < 1e-4

# Example values
g = inflation(rho, N)
naive = sigma / sqrt(N)
true_error = sigma * sqrt(g / N)
s_rms = sigma * sqrt((N - g) / (N - 1))
ratio_sample = true_error / (s_rms / sqrt(N))
coverage = erf(1.96 / ratio_sample / sqrt(2))
tau = -interval / log(rho)

# Simulated records
rng = np.random.default_rng(12345)
records = 10000
noise = rng.standard_normal((records, N))
noise[:, 0] *= sigma
noise[:, 1:] *= sigma * sqrt(1 - rho**2)
x = lfilter([1.0], [1.0, -rho], noise, axis=1)
del noise
means = x.mean(axis=1)
sample_var = x.var(axis=1, ddof=1)
sim_error = means.std(ddof=1)
sim_ratio = sim_error / sqrt(sample_var.mean() / N)
sim_coverage = np.mean(np.abs(means) < 1.96 * np.sqrt(sample_var / N))
# tolerances are several times the sampling error of 10000 records
assert abs(sim_error / true_error - 1) < 0.03
assert abs(sim_ratio / ratio_sample - 1) < 0.03
assert abs(sim_coverage - coverage) < 0.02

# Block means as a check that needs no noise model
block = 100
blocks = N // block
var_block = sigma**2 * inflation(rho, block) / block
block_error = sqrt((var_block - true_error**2) / (blocks - 1))
block_means = x.reshape(records, blocks, block).mean(axis=2)
sim_block = sqrt(np.mean(block_means.var(axis=1, ddof=1)) / blocks)
assert abs(sim_block / block_error - 1) < 0.03

# Estimating rho from the same record
x -= means[:, None]
rho_hat = np.sum(x[:, 1:] * x[:, :-1], axis=1) / np.sum(x * x, axis=1)
rho_spread = sqrt((1 - rho**2) / N)
# the spread formula is a large-N result, hence the wider tolerance
assert abs(rho_hat.std() / rho_spread - 1) < 0.15
assert rho_hat.mean() < rho
factor_hat = np.sqrt((1 + rho_hat) / (1 - rho_hat))
f_low, f_mid, f_high = np.percentile(factor_hat, [16, 50, 84])

# Ten times faster sampling over the same duration
rho_fast = rho**0.1
N_fast = 10 * N
g_fast = inflation_from_lags(rho_fast**np.arange(N_fast))
fast_error = sigma * sqrt(g_fast / N_fast)
share = tau / duration
continuum = sigma * sqrt(2 * share * (1 - share * (1 - exp(-1 / share))))
assert abs(fast_error / continuum - 1) < 1e-3
fast_naive = sigma / sqrt(N_fast)


# White readout noise at fixed total lag-one correlation
def mixed_inflation(white_share):
    slow = rho / (1 - white_share)
    return 1 + 2 * rho / (1 - slow)


white_share = 0.05
slow_rho = rho / (1 - white_share)
mixed_corr = (1 - white_share) * slow_rho**np.arange(n_long)
mixed_corr[0] = 1.0
assert abs(mixed_corr[1] - rho) < 1e-12
g_mixed = mixed_inflation(white_share)
assert abs(inflation_from_lags(mixed_corr) / g_mixed - 1) < 1e-3
assert g_mixed > g_limit

# Frequency scale, quantization and thermal drift
mass_per_hz = 1e9 * sqrt(quartz_density * quartz_shear) / (2 * f0**2)
step_hz = 0.01
quant_share = (step_hz * mass_per_hz)**2 / 12 / sigma**2
g_quant = mixed_inflation(quant_share)
temp_coeff = 10.0       # Hz/K, rough
temp_rise = 0.01        # K across the record
drift_total = temp_coeff * temp_rise * mass_per_hz
drift_shift = np.mean(np.linspace(0, drift_total, N))
rise_equal = temp_rise * true_error / drift_shift

# Two neighbouring plateaus, nearest readings ten intervals apart
gap = 10
index = np.arange(N)
cross = sigma**2 * np.mean(rho**(gap + np.add.outer(index, index)))
plateau_corr = cross / true_error**2
gain_error = sqrt(2 * (true_error**2 - cross))
gain_naive = sqrt(2) * naive
nm_per_mass = 1e-2 / film_density   # nm per (ng/cm2)

print(f"lag-one correlation rho = {rho:.2f}")
print(f"noise standard deviation = {sigma:.2f} ng/cm2")
print(f"reading interval = {interval:.2f} s, readings N = {N}")
print(f"record duration = {duration:.1f} s")
print(f"correlation time = {tau:.3f} s")
print(f"long-record variance inflation = {g_limit:.3f}")
print(f"long-record error factor = {sqrt(g_limit):.3f}")
print(f"explicit sum, N = {n_long}: inflation = {g_long_sum:.4f}")
print(f"inflation at N = {N}: {g:.3f}")
print(f"error factor at N = {N}, sigma known: {sqrt(g):.3f}")
print(f"rms sample deviation s = {s_rms:.4f} ng/cm2")
print(f"error factor at N = {N}, using s: {ratio_sample:.3f}")
print(f"naive standard error = {naive:.4f} ng/cm2")
print(f"true standard error = {true_error:.4f} ng/cm2")
print(f"effective number of readings = {N / g:.1f}")
print(f"coverage of nominal 95% interval = {100 * coverage:.1f} %")
print(f"simulated records = {records}")
print(f"simulated standard error = {sim_error:.4f} ng/cm2")
print(f"simulated error factor, using s = {sim_ratio:.3f}")
print(f"simulated coverage = {100 * sim_coverage:.1f} %")
print(f"block length = {block} readings, blocks = {blocks}")
print(f"rms block-based error, formula = {block_error:.4f} ng/cm2")
print(f"rms block-based error, simulated = {sim_block:.4f} ng/cm2")
print(f"fast sampling: interval = {interval / 10:.3f} s, N = {N_fast}")
print(f"fast sampling: lag-one correlation = {rho_fast:.5f}")
print(f"fast sampling: naive error = {fast_naive:.4f} ng/cm2")
print(f"fast sampling: true error = {fast_error:.4f} ng/cm2")
print(f"continuous-record error = {continuum:.4f} ng/cm2")
print(f"spread of estimated rho, formula = {rho_spread:.4f}")
print(f"spread of estimated rho, simulated = {rho_hat.std():.4f}")
print(f"mean estimated rho, simulated = {rho_hat.mean():.4f}")
print(f"plug-in error factor, median = {f_mid:.2f}")
print(f"plug-in factor, 16 to 84 percentile = {f_low:.2f} to {f_high:.2f}")
print(f"white-noise share of variance = {100 * white_share:.1f} %")
print(f"slow-part correlation with white noise = {slow_rho:.4f}")
print(f"long-record factor with white noise = {sqrt(g_mixed):.3f}")
print(f"crystal frequency = {f0 / 1e6:.1f} MHz")
print(f"quartz density = {quartz_density:.2f} g/cm3")
print(f"quartz shear modulus = {quartz_shear:.3e} g/(cm s2)")
print(f"mass per frequency shift = {mass_per_hz:.2f} ng/cm2 per Hz")
print(f"noise as frequency = {sigma / mass_per_hz:.4f} Hz")
print(f"frequency step = {step_hz:.3f} Hz")
print(f"quantization share of variance = {100 * quant_share:.3f} %")
print(f"long-record factor with quantization = {sqrt(g_quant):.3f}")
print(f"temperature coefficient = {temp_coeff:.1f} Hz/K (rough)")
print(f"temperature rise over record = {1e3 * temp_rise:.1f} mK")
print(f"drift shift of mean from start = {drift_shift:.3f} ng/cm2")
print(f"drift shift / true error = {drift_shift / true_error:.2f}")
print(f"rise that shifts mean by one error = {1e3 * rise_equal:.2f} mK")
print(f"gap between plateaus = {gap * interval:.1f} s")
print(f"correlation of plateau means = {plateau_corr:.5f}")
print(f"mass gain per cycle = {gain:.1f} ng/cm2 (rough)")
print(f"gain error: naive {gain_naive:.4f}, true {gain_error:.4f} ng/cm2")
print(f"relative gain error = {100 * gain_error / gain:.2f} %")
print(f"film density = {film_density:.1f} g/cm3 (rough)")
print(f"thickness per cycle = {gain * nm_per_mass:.4f} nm")
print(f"thickness error, true = {gain_error * nm_per_mass:.5f} nm")
print("PASS")
```

Printed output:

```
lag-one correlation rho = 0.90
noise standard deviation = 1.00 ng/cm2
reading interval = 0.10 s, readings N = 600
record duration = 60.0 s
correlation time = 0.949 s
long-record variance inflation = 19.000
long-record error factor = 4.359
explicit sum, N = 200000: inflation = 18.9991
inflation at N = 600: 18.700
error factor at N = 600, sigma known: 4.324
rms sample deviation s = 0.9851 ng/cm2
error factor at N = 600, using s: 4.390
naive standard error = 0.0408 ng/cm2
true standard error = 0.1765 ng/cm2
effective number of readings = 32.1
coverage of nominal 95% interval = 34.5 %
simulated records = 10000
simulated standard error = 0.1764 ng/cm2
simulated error factor, using s = 4.381
simulated coverage = 34.2 %
block length = 100 readings, blocks = 6
rms block-based error, formula = 0.1678 ng/cm2
rms block-based error, simulated = 0.1685 ng/cm2
fast sampling: interval = 0.010 s, N = 6000
fast sampling: lag-one correlation = 0.98952
fast sampling: naive error = 0.0129 ng/cm2
fast sampling: true error = 0.1765 ng/cm2
continuous-record error = 0.1765 ng/cm2
spread of estimated rho, formula = 0.0178
spread of estimated rho, simulated = 0.0191
mean estimated rho, simulated = 0.8923
plug-in error factor, median = 4.22
plug-in factor, 16 to 84 percentile = 3.86 to 4.63
white-noise share of variance = 5.0 %
slow-part correlation with white noise = 0.9474
long-record factor with white noise = 5.933
crystal frequency = 6.0 MHz
quartz density = 2.65 g/cm3
quartz shear modulus = 2.950e+11 g/(cm s2)
mass per frequency shift = 12.28 ng/cm2 per Hz
noise as frequency = 0.0814 Hz
frequency step = 0.010 Hz
quantization share of variance = 0.126 %
long-record factor with quantization = 4.382
temperature coefficient = 10.0 Hz/K (rough)
temperature rise over record = 10.0 mK
drift shift of mean from start = 0.614 ng/cm2
drift shift / true error = 3.48
rise that shifts mean by one error = 2.88 mK
gap between plateaus = 1.0 s
correlation of plateau means = 0.00311
mass gain per cycle = 35.0 ng/cm2 (rough)
gain error: naive 0.0577, true 0.2493 ng/cm2
relative gain error = 0.71 %
film density = 3.0 g/cm3 (rough)
thickness per cycle = 0.1167 nm
thickness error, true = 0.00083 nm
PASS
```
